# Choosing the Time Step and Closure Rule for Pore Infiltration

Before a vapour-infiltration calculation is started, two settings must be chosen: how large a time step may be, and what the solver does when a pore is about to close. A poor choice can spoil the material balance or the predicted residual porosity. Too long a step can remove more open volume than exists. Resetting the resulting negative porosity to zero hides the symptom but leaves precursor consumed without a corresponding deposit.

The safe rule is to limit the step by the shortest local filling time, to evaluate the reacting perimeter at the middle of the step, and to let the last step end at closure. These settings belong to a pore-scale transport solver. An electronic-structure program can enter through the surface reaction barrier, and hence through the reaction velocity $k$.

## The model behind the setting

Take a straight cylindrical pore of initial radius $r_0$ and depth $L\gg r_0$, open at $x=0$ and blind at $x=L$. Precursor concentration is $c(x,t)$ and current radius is $r(x,t)$. The wall consumes $kc$ moles per unit area and time, and each mole leaves a solid volume $V_m$. The mouth concentration is held at $c_0$. Resistance outside the pore, growth on the outer face and delayed nucleation are omitted.

In the Knudsen regime molecules collide with the wall more often than with each other. For a long cylinder with diffuse wall scattering,

$$D=\frac{2}{3}r\bar v=D_0\frac{r}{r_0},\qquad
\bar v=\sqrt{\frac{8RT}{\pi M}},$$

where $M$ is the molar mass. The inward molar current is $-\pi r^2D\,\partial c/\partial x$. In a slice $dx$, its loss equals consumption on the wall area $2\pi r\,dx$:

$$\frac{\partial}{\partial x}\left(\pi r^2D\frac{\partial c}{\partial x}\right)=2\pi rkc,
\qquad \frac{\partial r}{\partial t}=-kV_mc.$$

The second equation says that the deposited thickness per unit time is the molar reaction flux times the molar volume.

Define

$$y=\frac{x}{L},\quad \phi=\frac{r}{r_0},\quad u=\frac{c}{c_0},\quad
\theta=\frac{t}{t_s},\quad t_s=\frac{r_0}{kV_mc_0}.$$

The transport term acquires the factor $\pi r_0^2D_0c_0/L^2$ and the reaction term the factor $2\pi r_0kc_0$. Dividing by the first gives

$$(\phi^3u')'=\Phi^2\phi u,\qquad
\frac{\partial\phi}{\partial\theta}=-u,\qquad
\Phi^2=\frac{2kL^2}{r_0D_0},$$

with $u(0)=1$, $u'(1)=0$, and primes denoting $y$ derivatives. The Thiele modulus $\Phi$ compares reaction with diffusion in the unfilled pore.

Gas storage has been dropped. Restoring it would add $\partial(\pi r^2c)/\partial t$ to the consumption side, which in scaled form is

$$\frac{L^2}{D_0t_s}\frac{\partial(\phi^2u)}{\partial\theta}
=\frac{V_mc_0\Phi^2}{2}\frac{\partial(\phi^2u)}{\partial\theta}.$$

It is small because a gas holds far less material per volume than the solid: $V_mc_0\ll1$. Relative to consumption it grows in inverse proportion to the mouth radius as the mouth closes; at the blind end of the worked example below the ratio is still only $3\times10^{-5}$ when the mouth has shrunk to $10^{-3}r_0$.

At the start of filling a uniform pore, $\phi=1$ and $u''=\Phi^2u$. The boundary conditions give

$$u=\frac{\cosh[\Phi(1-y)]}{\cosh\Phi},\qquad
J=-u'(0)=\Phi\tanh\Phi.$$

Here $J$ is the scaled influx. Without depletion it would be $\Phi^2$, so the initial effectiveness is $\tanh\Phi/\Phi$. This classical factor describes the initial rate; it does not give the porosity left at closure.

## What must balance

Integrate the gas equation over the pore. The blind end contributes no flux, so

$$J=-\phi^3u'\big|_{y=0}=\Phi^2\int_0^1\phi u\,dy.$$

Since $\partial(\phi^2)/\partial\theta=2\phi\,\partial\phi/\partial\theta=-2\phi u$,

$$J=-\frac{\Phi^2}{2}\frac{d}{d\theta}\int_0^1\phi^2\,dy.$$

Influx is therefore the rate of pore-volume loss in precursor units. If a uniform pore seals with a fraction $P$ of its volume still open, the time-integrated influx is $\Phi^2(1-P)/2$. A discrete solver should preserve this relation for every finite step.

Place nodes $y_0=0,\ldots,y_N=1$, with cell faces midway between nodes. Let $V_j$ be the width of cell $j$; the two end cells reach from their node to one face. Between neighbouring nodes with radii $a$ and $b$, take the open area to be linear, $\phi^2=a^2+(b^2-a^2)s$ with $0\le s\le1$. For a constant flux $F$ across an interval $\Delta y$,

$$u_a-u_b=F\Delta y\int_0^1\frac{ds}{[a^2+(b^2-a^2)s]^{3/2}}
=F\Delta y\,\frac{2(1/a-1/b)}{b^2-a^2}
=\frac{2F\Delta y}{ab(a+b)}.$$

The conductance is thus

$$G=\frac{ab(a+b)}{2\Delta y}.$$

It tends to $a^3/\Delta y$ for equal radii and vanishes if either radius closes.

Now choose the mid-step radius

$$\bar\phi_j=\phi_j^{\rm old}-\tfrac12\Delta\theta\,u_j,\qquad
\phi_j^{\rm new}=\phi_j^{\rm old}-\Delta\theta\,u_j.$$

Use $\bar\phi_j$ in the conductances and in the sink coefficient $s_j=\Phi^2\bar\phi_jV_j$. Factoring a difference of squares gives

$$(\phi_j^{\rm old})^2-(\phi_j^{\rm new})^2
=(\Delta\theta\,u_j)(2\bar\phi_j).$$

Multiplying by $\Phi^2V_j/2$ and summing,

$$\frac{\Phi^2}{2}\sum_jV_j\left[(\phi_j^{\rm old})^2-(\phi_j^{\rm new})^2\right]
=\Delta\theta\sum_js_ju_j=\Delta\theta\,J.$$

The last equality follows because currents through internal faces cancel in the sum. The ledger closes for any step size once the coupled equations are solved, apart from rounding. Conservation is therefore no evidence that the step is accurate.

If the gas equation uses the old radius instead, consumption in a cell is proportional to $\phi_j^{\rm old}u_j$, while the volume removed is proportional to $(\phi_j^{\rm old}-\Delta\theta u_j/2)u_j$. For one step $\Delta\theta=0.05$ from a uniform pore with $\Phi=0.976$, the influx exceeds the deposit by 2.0% of the deposit. The defect is first order in the step.

## Solving the gas equation without losing positivity

Let $A_ju_j$ be the uptake of node $j$ and all deeper nodes. At the blind end $A_N=s_N$. The current from node $j$ to node $j+1$ supplies everything deeper:

$$G_j(u_j-u_{j+1})=A_{j+1}u_{j+1}.$$

Solving for $u_{j+1}$, and then adding the local uptake to the onward current, gives

$$u_{j+1}=\frac{G_j}{G_j+A_{j+1}}u_j,\qquad
A_j=s_j+\frac{G_jA_{j+1}}{G_j+A_{j+1}}.$$

Compute $A_j$ from the blind end to the mouth, then $u_j$ from the mouth inward. Since $u_0=1$, the total influx is $A_0$, including consumption in the mouth cell. For positive radii all terms are positive, so $0<u_j\le1$. The recursion contains no subtraction that could turn a small concentration negative.

The mid-step radii depend on the concentrations being sought. Start from the previous concentrations, form $\bar\phi$, solve for $u$, and repeat until $u$ stops changing; the results below use a largest change of $10^{-12}$. Convergence of this iteration is not guaranteed by the positivity argument. If it fails, reduce the step rather than accept an unconverged balance.

## The step limit and the closure event

Let $u_j$ be the concentration that advances the wall in the current step. At this concentration, node $j$ has the remaining lifetime

$$\ell_j=\frac{\phi_j^{\rm old}}{u_j}.$$

Impose $\Delta\theta\le\min_j\ell_j$. Because $\ell_j$ depends on the concentration being sought, recompute this limit in every pass of the midpoint iteration; a limit taken from the previous step's concentrations does not guarantee positivity. Then

$$\phi_j^{\rm new}=\phi_j^{\rm old}\left(1-\frac{\Delta\theta}{\ell_j}\right)\ge0,
\qquad \bar\phi_j\ge\tfrac12\phi_j^{\rm old}>0.$$

Equality in the first relation marks a closing node. The second keeps the gas equation solvable during that last step. No clipping is needed.

Contrast this with an explicit update of the open area $q=\phi^2$ at the mouth, where $u=1$ and $dq/d\theta=-2\sqrt q$:

$$q_{\rm new}=q-2\Delta\theta\sqrt q
=(\sqrt q-\Delta\theta)^2-(\Delta\theta)^2.$$

The result is negative whenever $0<\sqrt q<2\Delta\theta$. Starting from $q=1$ with $\Delta\theta=0.01$, repeated updates end at $q=-6.1\times10^{-5}$. The size of the overshoot cannot exceed $(\Delta\theta)^2$. A shorter step lowers this bound but does not supply an event rule.

Although steps up to $\min_j\ell_j$ are safe for positivity, they can be too coarse for accuracy. Near mouth closure the remaining radius itself sets the time scale. A practical choice is

$$\Delta\theta=\min\left(\Delta\theta_{\max},\,0.1\min_j\ell_j\right)$$

until the smallest scaled radius falls to $10^{-5}$, after which the factor 0.1 is replaced by 1 and the event step is taken. In the shrinking phase each step leaves 90% of the mouth radius, so the cost grows only logarithmically as the switching radius is lowered.

For an initially uniform pore, the mouth obeys $\phi_0=1-\theta$. Every deeper node has $u_j<1$ and hence a larger radius after the first step. The mouth therefore closes first, at

$$t_s=\frac{r_0}{kV_mc_0}.$$

This time does not contain $\Phi$. The solver also obtains it on a poor mesh, because the mouth concentration is prescribed. Judge resolution by the trapped porosity, not by the sealing time.

The closure location must still be reported, since other shapes behave differently. Consider $\phi(y,0)=1-0.5y$ with $\Phi=0.1$. Depletion is weak, so the blind end, with half the mouth radius, should close near $\theta=0.5$. The numerical solution closes there at $\theta=0.510$, while the mouth is still open. This is not mouth sealing. To continue, one would shorten the active pore and apply zero flux at its new inner end.

## A solvable case that exposes the closing behaviour

Write $\tau=1-\theta$ and try

$$\phi^2=\tau^2+f(y),\qquad f(0)=0.$$

Differentiation at fixed $y$ gives $\partial\phi/\partial\theta=-\tau/\phi$, so the wall equation requires $u=\tau/\phi$. At the mouth this equals 1, as it should. Next,

$$u'=-\frac{\tau\phi'}{\phi^2},\qquad
\phi^3u'=-\tau\phi\phi'=-\frac{\tau f'}2.$$

The gas equation becomes $-\tau f''/2=\Phi^2\tau$, or $f''=-2\Phi^2$. With $f(0)=0$ and $f'(1)=0$,

$$f(y)=\Phi^2y(2-y).$$

This is an exact solution of the quasi-steady model for a pore that initially widens inward as $\phi^2=1+\Phi^2y(2-y)$. Since $\phi u=\tau$ at every depth, equal volume is deposited per unit length everywhere. The lower concentration inside is compensated by the larger perimeter. Even so, the mouth closes first and leaves the scaled volume

$$\int_0^1f\,dy=\Phi^2\left(1-\frac13\right)=\frac{2\Phi^2}{3}.$$

Uniform volume deposition is thus not the same as complete filling.

The case also separates time error from mesh error. Inserting $u=\tau/\phi$ into the discrete flux gives

$$G(u_a-u_b)=\frac{ab(a+b)}{2\Delta y}\,\tau\frac{b-a}{ab}
=\tau\frac{b^2-a^2}{2\Delta y}.$$

For quadratic $f$, this difference quotient equals $\tau f'/2$ at the midpoint, where the cell face lies. The spatial scheme therefore reproduces the solution, and the remaining error comes from time stepping. For $\Phi=1$, the largest error in $\phi^2$ at $\theta=0.5$ is $1.38\times10^{-4}$ with step 0.05 and $3.45\times10^{-5}$ with step 0.025. Both are measured in units of the initial mouth area. Halving the step divides the error by four, as expected of a midpoint method.

## How much void remains in a uniform pore

For small $\Phi$, the concentration is initially almost uniform. Put

$$u=1-\Phi^2v,\qquad \phi=\tau+\Phi^2\delta.$$

At leading order, $-\tau^3v''=\tau$. The boundary conditions give $v=g(y)/\tau^2$, with $g=y-y^2/2$. The wall equation gives $\partial\delta/\partial\theta=v$, and $\delta=0$ at the start, so

$$\delta=g\int_0^\theta\frac{d\theta'}{(1-\theta')^2}
=g\left(\frac1\tau-1\right).$$

Squaring the radius and keeping terms through $\Phi^2$,

$$\phi^2\simeq\tau^2+\Phi^2y(2-y)(1-\tau).$$

The expansion needs $\tau\gg\Phi$. In the interval $\Phi\ll\tau\ll1$ it joins the solvable case, which then carries the pore to closure. This leading-order matching gives

$$P\simeq\frac{2\Phi^2}{3}\qquad(\Phi\ll1).$$

The numerical solution of the full model shows how quickly the limit loses accuracy:

| $\Phi$ | trapped fraction $P$ | $P/(2\Phi^2/3)$ |
|---:|---:|---:|
| 0.05 | 0.00160 | 0.963 |
| 0.10 | 0.00618 | 0.927 |
| 0.30 | 0.0475 | 0.792 |
| 1.00 | 0.299 | 0.448 |
| 3.00 | 0.704 | 0.117 |

At $\Phi=0.3$ the estimate is already about one quarter above the computed void.

In the small-modulus regime there is a direct trade between time and void:

$$Pt_s\simeq\frac{2}{3}\,\frac{2kL^2}{r_0D_0}\,\frac{r_0}{kV_mc_0}
=\frac{4L^2}{3D_0V_mc_0}.$$

At leading order, reducing $k$ at fixed temperature lowers the trapped fraction by the same factor by which it lengthens the run. As $\Phi$ approaches one, the void falls by clearly less than this factor, while the run still lengthens by all of it. Raising $c_0$ shortens the run without changing $P$, as long as the reaction remains first order and transport remains Knudsen diffusion. If $k$ comes from a calculated barrier and is wrong by some factor, $\Phi^2$ is multiplied by that factor and $t_s$ is divided by it.

For large $\Phi$, use the stretched depth $Y=\Phi y$. The gas equation becomes $(\phi^3u_Y)_Y=\phi u$, with no modulus left in it. Deposition is confined to a range of $Y$ of order one, so the filled fraction $1-P$ falls as $1/\Phi$ at leading order. Making such a pore deeper mainly adds volume that the precursor does not reach.

## Reading a complete run

Take these round model parameters: $r_0=0.50\ \mu$m, $L=2.0$ mm, $T=1200$ K, $M=0.100$ kg/mol, precursor pressure 100 Pa, total pressure 1000 Pa, $k=1.0\times10^{-5}$ m/s and $V_m=1.0\times10^{-5}$ m³/mol. A collision diameter $d=0.50$ nm gives the mean free path $k_BT/(\sqrt2\,\pi d^2p)=14.9\ \mu$m at total pressure $p$. This is about 15 times the pore diameter of $1\ \mu$m, so Knudsen diffusion dominates, but gas–gas collisions are not negligible at three digits. Adding a bulk resistance in series, $1/D=1/D_{\rm Kn}+1/D_b$, with the rough estimate $D_b=\lambda\bar v/3$ ($\lambda$ the mean free path), lowers the initial diffusivity by about 6% and raises the trapped fraction found below from 0.290 to about 0.297. The numbers that follow are for pure Knudsen transport.

The molecular speed is $\bar v=504$ m/s, and

$$D_0=\tfrac23(0.50\times10^{-6})(504)
=1.68\times10^{-4}\ \text{m}^2/\text{s}.$$

Therefore

$$\Phi^2=\frac{2(10^{-5})(2.0\times10^{-3})^2}
{(0.50\times10^{-6})(1.68\times10^{-4})}=0.952,
\qquad \Phi=0.976.$$

The initial effectiveness is $\tanh\Phi/\Phi=0.770$. The ideal-gas relation gives $c_0=1.002\times10^{-2}$ mol/m³, so the mouth wall grows at $kV_mc_0=1.002\times10^{-12}$ m/s and

$$t_s=\frac{0.50\times10^{-6}}{1.002\times10^{-12}}
=4.99\times10^5\ \text{s}=139\ \text{h}.$$

The gas response time $L^2/D_0=0.024$ s is far shorter, which supports the quasi-steady equation.

The moving-wall equations were solved with 200 intervals, nodes at $y_j=(j/200)^2$, and $\Delta\theta_{\max}=0.005$. The quadratic spacing concentrates nodes where the mouth narrows. At sealing the radii are:

| depth (mm) | radius (µm) |
|---:|---:|
| 0 | 0 |
| 0.020 | 0.052 |
| 0.125 | 0.125 |
| 0.500 | 0.227 |
| 2.000 | 0.323 |

The trapped fraction is $P=0.290$. With half as many intervals and twice the maximum step it changes by about $2\times10^{-5}$, so discretization is not the main uncertainty. A preform made of identical pores of this kind, with initial porosity 0.40, retains $0.40\times0.290=0.116$ as closed porosity.

The deposit in one pore corresponds to

$$\frac{\pi r_0^2L(1-P)}{V_m}=1.115\times10^{-10}\ \text{mol}$$

of precursor. The time-integrated mouth flux gives the same amount, as the discrete ledger requires.

The last part of the run contributes little. Close to the mouth, the form $\phi^2\simeq\tau^2+By$ satisfies the wall equation with $u=\tau/\phi$ and carries the flux $J=B\tau/2$. Consumption within the closing layer, whose thickness is of order $\tau^2/B$, is about $\Phi^2\tau^3/B$. This becomes negligible beside $J$ as $\tau\to0$, so the local form is consistent. In the computed run $J/\tau$ is 0.553 at $\tau=0.01$ and 0.552 at $\tau=0.001$, which shows the linear fall of influx and gives $B\simeq1.1$. The third digit of the second value is a mesh effect: the closing layer, about $10^{-6}$ thick, is then thinner than the first interval, $2.5\times10^{-5}$, and a mesh that resolves it gives 0.553 at both radii. The volume fraction still to be deposited at small $\tau$ is

$$\frac{2}{\Phi^2}\int_0^\tau J\,d\tau'\simeq\frac{0.552}{0.952}\tau^2=0.58\tau^2.$$

At $\tau=0.01$ this is about $6\times10^{-5}$ of the initial pore volume. Stopping there hardly alters the void fraction, but the pore must then be reported as nearly closed, not sealed.

The continuum model ends before the mathematical event. At $\tau=0.001$ the mouth radius is 0.5 nm, comparable with the molecular diameter. The final event step supplies a clean closure criterion for the model; it does not describe how the last molecules enter. Because so little volume remains to be deposited by then, this failure has little effect on $P$. A changed rate law or a different pore shape can matter much more, and neither is cured by a smaller time step. A concentration drop outside the pore acts differently. In this quasi-steady, first-order model it multiplies every concentration in the pore by the same factor, so it lengthens the run but leaves $P$ unchanged.
